# States of 2p5 3d(n+1) and the three dipole lines for n = 0

## Problem

X-ray absorption can take an ion from \(2p^6\,3d^n\) to \(2p^5\,3d^{n+1}\). Treat the ion as free, with one electron configuration before and one after the absorption.

1. How many determinants does the final configuration have for each possible \(n\)?
2. Decompose the states of \(2p^5\,3d^1\) into terms \(^{2S+1}L\) and levels \(J\).
3. Which levels can a dipole transition reach from \(2p^6\,3d^0\)?
4. Find the energies and relative intensities of the lines for the round model parameters \(F^2=5\), \(G^1=4\), \(\zeta_p=4\), \(\zeta_d=0.1\), all in eV.

\(F^2\) and \(G^1\) are the direct and exchange Slater integrals between \(2p\) and \(3d\); \(\zeta_p,\zeta_d\) are the spin-orbit constants. A third integral, \(G^3\), belongs to the configuration too; part 4 shows that it affects neither the spacings nor the intensities of the lines. Intensity means the share of the total squared dipole matrix element; the photon-energy factor in the cross-section and the line widths are left out.

## Hints

**Hint 1.** A determinant is fixed by saying which spin-orbitals are occupied. In the \(2p\) shell it is easier to say which one is empty.

**Hint 2.** A full shell has zero angular momentum, so a shell with one hole behaves like a shell with one particle. The hole and the \(3d\) electron are distinguishable.

**Hint 3.** The dipole operator is a vector and does not touch spin. What are \(L\), \(S\) and \(J\) of a closed shell?

**Hint 4.** Work in the basis \(^1P_1,{}^3P_1,{}^3D_1\). Each spin-orbit operator has only two different eigenvalues in this space, one of them nondegenerate. Its diagonal elements then almost fix the whole matrix.

## Solution

### 1. Determinants

The \(2p\) shell has \(3\times2=6\) spin-orbitals, so its hole can be placed in 6 ways. The \(3d\) shell has \(5\times2=10\), of which \(n+1\) are occupied. The choices are independent:

\[
N(n)=6\binom{10}{n+1},\qquad n=0,\dots,9 .
\]

| \(n\) | \(N\) | \(n\) | \(N\) |
|---|---|---|---|
| 0 | 60 | 5 | 1260 |
| 1 | 270 | 6 | 720 |
| 2 | 720 | 7 | 270 |
| 3 | 1260 | 8 | 60 |
| 4 | 1512 | 9 | 6 |

For \(n=10\) the \(3d\) shell has no vacancy and the transition does not exist.

### 2. Terms and levels

Removing an electron with quantum numbers \((m,m_s)\) from a full shell leaves total projections \((-m,-m_s)\). The six hole states therefore form an object with \(l=1\), \(s=\tfrac12\). Coupling it to the \(3d\) electron, with \(l=2\), \(s=\tfrac12\), gives \(L=1,2,3\) and \(S=0,1\). The two objects live in different shells, so the Pauli principle removes no combination. The terms are

\[
{}^1P,\ {}^1D,\ {}^1F,\ {}^3P,\ {}^3D,\ {}^3F,
\]

with \((2S+1)(2L+1)=3,5,7,9,15,21\) states, 60 in all.

Within a term \(J\) runs from \(|L-S|\) to \(L+S\):

- \(J=0\): \(^3P_0\), 1 state;
- \(J=1\): \(^1P_1,{}^3P_1,{}^3D_1\), 9 states;
- \(J=2\): \(^1D_2,{}^3P_2,{}^3D_2,{}^3F_2\), 20 states;
- \(J=3\): \(^1F_3,{}^3D_3,{}^3F_3\), 21 states;
- \(J=4\): \(^3F_4\), 9 states.

These are twelve levels, and \(1+9+20+21+9=60\).

### 3. Selection rule

The initial closed shell is \(^1S_0\). A vector operator acting on a \(J=0\) state produces \(J=1\), so three of the twelve levels can be reached. Because the operator leaves spin alone, the state it produces also has \(S=0\), and it is \(^1P_1\).

Spin-orbit coupling mixes the three \(J=1\) states. If a level \(i\) has the amplitude \(c_i\) on \(^1P_1\), its dipole matrix element is \(c_i\) times a factor common to all levels. The share of line \(i\) is therefore \(|c_i|^2\), and the shares add to 1. There are at most three lines; whether all three appear depends on the interactions.

### 4. Energies and intensities

**Coulomb interaction.** Let \(i,j\) be \(2p\) spin-orbitals and \(a,b\) be \(3d\) spin-orbitals, and write

\[
(ab|ji)=\iint \phi_a^*(1)\phi_b(1)\,\frac1{r_{12}}\,\phi_j^*(2)\phi_i(2)\,d1\,d2 .
\]

By the Slater–Condon rules, the matrix element between the state with \(i\) replaced by \(a\) and the state with \(j\) replaced by \(b\) is

\[
\text{const}\cdot\delta_{ij}\delta_{ab}-(ab|ji)+(ai|jb).
\]

The constant holds the one-electron energies and the field of the closed shells, which is spherical and so the same for all \(m\). That field includes the exchange of the \(3d\) electron with the full \(2p\) shell, so the constant contains \(G^1\) and \(G^3\); it shifts all states equally and is absorbed in the energy zero.

*Direct part*, \(-(ab|ji)\). This is the repulsion of the \(3d\) electron by a \(2p\) electron with its sign reversed, because that electron is missing. Expand \(1/r_{12}\) in multipoles \(C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). The \(k=0\) part is a constant. Parity and \(k\le2\) for a \(p\) shell leave only \(k=2\), with the radial factor \(F^2\). In a product state of given \(m_p,m_d\), the diagonal element is the product of the averages of \(C_{20}=(3\cos^2\theta-1)/2\).

For \(p\) orbitals \(\langle\cos^2\theta\rangle\) is \(\tfrac35\) for \(m=0\) and \(\tfrac15\) for \(m=\pm1\), so \(\langle C_{20}\rangle=\tfrac25,-\tfrac15\). For \(d\) orbitals \(\langle\cos^2\theta\rangle\) is \(\tfrac37\) for \(m=\pm1\) and \(\tfrac17\) for \(m=\pm2\), so \(\langle C_{20}\rangle=\tfrac17,-\tfrac27\). The sum over a shell vanishes, which gives \(\tfrac27\) for \(m=0\).

Let \(f_L\) be the resulting coefficient for two electrons. The trace over the product states of fixed \(M=m_p+m_d\) equals the sum of \(f_L\) over \(L\ge M\):

\[
\begin{aligned}
M=3:&\quad f_3=\left(-\tfrac15\right)\left(-\tfrac27\right)=\tfrac{2}{35},\\
M=2:&\quad f_3+f_2=\left(-\tfrac15\right)\tfrac17+\tfrac25\left(-\tfrac27\right)=-\tfrac{5}{35},\\
M=1:&\quad f_3+f_2+f_1=\left(-\tfrac15\right)\tfrac27+\tfrac25\cdot\tfrac17+\left(-\tfrac15\right)\left(-\tfrac27\right)=\tfrac{2}{35}.
\end{aligned}
\]

Hence \(f_2=-\tfrac15\) and \(f_1=\tfrac15\). A hole has the same charge distribution for \(m\) and \(-m\) but the opposite sign, so the direct energies of \(2p^5\,3d\) are

\[
-f_LF^2:\qquad P:\ -\tfrac15F^2,\quad D:\ +\tfrac15F^2,\quad F:\ -\tfrac2{35}F^2 .
\]

Weighted with \(2L+1\) they add to zero. The energy zero \(E_0\) used below is thus the weighted mean of the triplet terms without spin-orbit coupling.

*Exchange part*, \(+(ai|jb)\). It requires \(a\) and \(i\) to have equal spin, and likewise \(b\) and \(j\). The singlet is the sum of the spin-up and spin-down promotions divided by \(\sqrt2\). All four spin combinations contribute equally, which gives \(4/2=2\). In the triplet with \(M_S=0\), the difference of the two promotions, they cancel, and so this part vanishes for the whole triplet.

The multipole expansion makes the singlet matrix a sum over \(k,q\) of

\[
2G^k\,\langle a|C_{kq}|i\rangle\,\langle b|C_{kq}|j\rangle^* .
\]

The vector with components \(\langle a|C_{kq}|i\rangle\) is what \(C_{kq}\) creates from the closed shell, so it has \(L=k\). Thus, apart from the common constant, \(G^1\) acts on \(^1P\) alone, and \(G^3\) on \(^1F\) alone, which has no \(J=1\) level. The \(^1P\) energy gains \(2G^1\) times the squared length of the vector. For \(q=0\) the operator is \(\cos\theta\). The function \(\cos\theta\,Y_{1m}\) has squared norm \(\langle\cos^2\theta\rangle\) and contains only \(l=0\) and \(l=2\). For \(m=0\) the \(l=0\) part has weight \(\tfrac13\); for \(m=\pm1\) there is none. The squared length is

\[
\left(\tfrac35-\tfrac13\right)+2\cdot\tfrac15=\tfrac4{15}+\tfrac6{15}=\tfrac23 ,
\]

and the gain is \(\tfrac43G^1\). In eV,

\[
\begin{aligned}
E({}^1P)&=-\tfrac15F^2+\tfrac43G^1=-1+5.333=4.333,\\
E({}^3P)&=-\tfrac15F^2=-1,\qquad E({}^3D)=+\tfrac15F^2=1 .
\end{aligned}
\]

**Spin-orbit coupling.** An electron with \(j=\tfrac32\) contributes \(+\zeta_p/2\), and one with \(j=\tfrac12\) contributes \(-\zeta_p\). A full shell sums to zero, so a hole contributes the opposite. With \(A=\mathbf l\cdot\mathbf s\) for the hole and \(B=\mathbf l\cdot\mathbf s\) for the \(3d\) electron,

\[
H_{\rm so}=-\zeta_pA+\zeta_dB .
\]

Diagonal elements vanish for \(S=0\). For \(S=1\), each spin acts as \(\mathbf S/2\). Within fixed \(L\), each orbital vector acts as its projection on \(\mathbf L\), \(\mathbf l\to g\,\mathbf L\). From \(\mathbf L=\mathbf l+\mathbf l'\), where \(l'\) belongs to the partner,

\[
g=\frac{L(L+1)+l(l+1)-l'(l'+1)}{2L(L+1)} .
\]

The hole has \(g=-\tfrac12\) for \(L=1\) and \(\tfrac16\) for \(L=2\); the electron has \(\tfrac32\) and \(\tfrac56\). Moreover \(\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]\) is \(-1\) for \(^3P_1\) and \(-3\) for \(^3D_1\). The diagonal elements \(\tfrac g2\,\mathbf L\cdot\mathbf S\), in the order \(^1P_1,{}^3P_1,{}^3D_1\), are

\[
A:\ \left(0,\tfrac14,-\tfrac14\right),\qquad B:\ \left(0,-\tfrac34,-\tfrac54\right).
\]

For the off-diagonal elements, count the ways to make \(J=1\) from \((j_{\rm hole},j_{3d})\). They are \((\tfrac32,\tfrac32)\), \((\tfrac32,\tfrac52)\) and \((\tfrac12,\tfrac32)\). So \(A\) has the eigenvalues \(\tfrac12,\tfrac12,-1\), and \(B\) has \(-\tfrac32,1,-\tfrac32\). Let \(v\) be the unit vector of \((\tfrac12,\tfrac32)\) and \(w\) that of \((\tfrac32,\tfrac52)\). Then

\[
A=\tfrac12-\tfrac32\,vv^T,\qquad B=-\tfrac32+\tfrac52\,ww^T .
\]

Comparing diagonals, \(v_i^2=\tfrac23(\tfrac12-A_{ii})\) and \(w_i^2=\tfrac25(B_{ii}+\tfrac32)\), so

\[
v^2:\ \left(\tfrac13,\tfrac16,\tfrac12\right),\qquad w^2:\ \left(\tfrac35,\tfrac3{10},\tfrac1{10}\right).
\]

The coupling coefficients are real, and the signs of the basis states are free; choose them so that all \(v_i>0\). The vectors \(v\) and \(w\) belong to different \(j_{\rm hole}\), so \(v\cdot w=0\). The three products have the magnitudes \(1/\sqrt5,\ 1/\sqrt{20},\ 1/\sqrt{20}\), and the first equals the sum of the other two. They cancel only if \(w_2\) and \(w_3\) have the sign opposite to \(w_1\):

\[
v=\left(\tfrac1{\sqrt3},\tfrac1{\sqrt6},\tfrac1{\sqrt2}\right),\qquad
w=\left(\sqrt{\tfrac35},-\sqrt{\tfrac3{10}},-\sqrt{\tfrac1{10}}\right).
\]

**The matrix.** Off the diagonal, \(M_{ij}=\tfrac32\zeta_pv_iv_j+\tfrac52\zeta_dw_iw_j\). In eV,

\[
\begin{aligned}
M_{11}&=4.333,\\
M_{22}&=-1-\tfrac14\zeta_p-\tfrac34\zeta_d=-2.075,\\
M_{33}&=1+\tfrac14\zeta_p-\tfrac54\zeta_d=1.875,\\
M_{12}&=\tfrac{1}{2\sqrt2}(\zeta_p-3\zeta_d)=1.308,\\
M_{13}&=\tfrac{\sqrt6}{4}(\zeta_p-\zeta_d)=2.388,\\
M_{23}&=\tfrac{\sqrt3}{4}(\zeta_p+\zeta_d)=1.775 .
\end{aligned}
\]

The characteristic polynomial is \(p(E)=\det(E-M)=E^3-tE^2+sE-d\), where \(t\) is the trace, \(s\) the sum of the principal \(2\times2\) minors and \(d\) the determinant of \(M\). With \(E\) in eV,

\[
p(E)=E^3-4.1333E^2-15.3242E+10.7978 .
\]

Its roots, measured from \(E_0\), are

\[
E_1=-2.779,\qquad E_2=0.617,\qquad E_3=6.295\ \text{eV},
\]

or \(-0.1021\), \(0.0227\) and \(0.2313\) hartree.

**The shares.** The first diagonal element of \((E-M)^{-1}\) can be written in two ways. The eigenvectors give \(\sum_i c_i^2/(E-E_i)\). The cofactor rule gives \(q(E)/p(E)\), where \(q\) is the characteristic polynomial of the triplet block,

\[
q(E)=(E-M_{22})(E-M_{33})-M_{23}^2=E^2+0.2E-7.0425 .
\]

Equating the residues at \(E_i\) gives \(c_i^2=q(E_i)/p'(E_i)\), where \(p'(E_i)\) is the product of the differences from the other two roots:

\[
\begin{aligned}
c_1^2&=\frac{0.125}{(-3.396)(-9.074)}=0.004,\\
c_2^2&=\frac{-6.538}{(3.396)(-5.678)}=0.339,\\
c_3^2&=\frac{33.845}{(9.074)(5.678)}=0.657 .
\end{aligned}
\]

**Reading the result.** The weight of \(j_{\rm hole}=\tfrac12\) in a level is \((v\cdot c)^2\), with \(c\) its eigenvector. It is 0.01, 0.10 and 0.89 for the three lines. Lines 1 and 2 thus belong mainly to the \(L_3\) edge, with a \(j=\tfrac32\) hole, and line 3 mainly to \(L_2\). Line 1 is 89 % \(^3P_1\) and carries 0.4 % of the intensity. It is allowed, but a broadened spectrum could hide it.

The four \(j=\tfrac32\) and two \(j=\tfrac12\) electrons of the shell suggest an \(L_3:L_2\) ratio of 2. Here lines 1 and 2 together have 0.52 times the intensity of line 3. A sum rule shows why. Since \(\sum_ic_i^2E_i=M_{11}\), and \(A_{11}=B_{11}=0\), the intensity-weighted mean energy is \(-\tfrac15F^2+\tfrac43G^1=4.333\) eV for any spin-orbit constants. This mean lies about half as far from line 3 as from line 2. Neglecting the weak line 1, the share of line 3 must be about \((4.333-0.617)/5.678=0.65\). The exchange term \(\tfrac43G^1=5.333\) eV is what places the mean so high.

The numerical check checks these levels and shares against a calculation with all six electrons in the 60 determinants.

The count of three lines relies on spherical symmetry. A crystal field can mix different \(J\) and so give intensity to more levels. Mixing with other configurations, also left out, can add lines and shift these.

## Variation 1: switching interactions off

*How many lines remain if only some of the interactions act?*

**Coulomb interaction only.** \(^1P\) is itself an eigenstate. There is one line, at 4.333 eV.

**\(2p\) spin-orbit coupling only.** The energies are \(-\zeta_p/2=-2\) eV for \(j_{\rm hole}=\tfrac32\) and \(+\zeta_p=4\) eV for \(j_{\rm hole}=\tfrac12\). The upper share is \(v_1^2=\tfrac13\), the lower \(\tfrac23\). There are two lines, with the ratio 2:1.

**Both spin-orbit couplings, no Coulomb interaction.** The \(3d\) electron adds \(-\tfrac32\zeta_d\) for \(j=\tfrac32\) and \(+\zeta_d\) for \(j=\tfrac52\), which splits the lower line:

- \((\tfrac32,\tfrac32)\): \(-2-0.15=-2.15\) eV, share \(1-\tfrac13-\tfrac35=\tfrac1{15}\);
- \((\tfrac32,\tfrac52)\): \(-2+0.10=-1.90\) eV, share \(w_1^2=\tfrac35\);
- \((\tfrac12,\tfrac32)\): \(4-0.15=3.85\) eV, share \(v_1^2=\tfrac13\).

There are three lines, and the \(L_3:L_2\) ratio is still 2. The departure from 2 in the main example therefore needs the Coulomb terms.

## Variation 2: no \(3d\) spin-orbit coupling

*Set \(\zeta_d=0\) and keep the rest. Do three lines survive?*

Let \(D_i\) be the three Coulomb energies. An eigenvector \(c\) with energy \(E\) obeys

\[
\left(D_i-\tfrac12\zeta_p-E\right)c_i=-\tfrac32\zeta_p\,v_i\,(v\cdot c).
\]

Suppose \(v\cdot c=0\). If the \(D_i\) are all different, the left side can vanish for every \(i\) only if \(c\) has a single nonzero component. Then \(v\cdot c=v_ic_i\ne0\), a contradiction. So \(v\cdot c\neq0\) for every eigenvector.

Two consequences follow for \(\zeta_p\ne0\). First, \(c_1\) cannot vanish, because the right side for \(i=1\) does not; every level has intensity. Second, no two levels coincide, because two degenerate eigenvectors could be combined into one with \(v\cdot c=0\). Different Coulomb energies of \(^1P,{}^3P,{}^3D\) together with \(2p\) spin-orbit coupling are therefore sufficient for three lines when \(\zeta_d=0\). For \(\zeta_d\neq0\) the argument fails and a line can go dark: with the other parameters as above, \((M_{13},-M_{12})\) is an eigenvector of the triplet block when \(13\zeta_d^2-40\zeta_d+16=0\) (\(\zeta_d\) in eV), so line 1 loses all its intensity at \(\zeta_d=0.473\) eV.

With the parameters above the lines lie at \(-2.685\), \(0.599\) and \(6.419\) eV, with shares 0.007, 0.347 and 0.646. The small \(\zeta_d\) of the main example shifts the lines by at most about 0.12 eV.

## Values computed for the example and the checks

```
inputs (eV): F2=5.0, G1=4.0, G3=2.0
inputs (eV): zeta_p=4.0, zeta_d=0.1
n=0: determinants of 2p5 3d1 = 60
n=1: determinants of 2p5 3d2 = 270
n=2: determinants of 2p5 3d3 = 720
n=3: determinants of 2p5 3d4 = 1260
n=4: determinants of 2p5 3d5 = 1512
n=5: determinants of 2p5 3d6 = 1260
n=6: determinants of 2p5 3d7 = 720
n=7: determinants of 2p5 3d8 = 270
n=8: determinants of 2p5 3d9 = 60
n=9: determinants of 2p5 3d10 = 6
term 1P: 3 states, Coulomb energy 4.3333 eV
term 1D: 5 states, Coulomb energy 1.0000 eV
term 1F: 7 states, Coulomb energy 0.4490 eV
term 3P: 9 states, Coulomb energy -1.0000 eV
term 3D: 15 states, Coulomb energy 1.0000 eV
term 3F: 21 states, Coulomb energy -0.2857 eV
J=0: 1 levels, 1 states
J=1: 3 levels, 9 states
J=2: 4 levels, 20 states
J=3: 3 levels, 21 states
J=4: 1 levels, 9 states
J=1 matrix (eV), order 1P1, 3P1, 3D1:
    4.33333    1.30815    2.38825
    1.30815   -2.07500    1.77535
    2.38825    1.77535    1.87500
cubic coefficients, E^3 first (eV powers): 1.00000 -4.13333 -15.32417 10.79775
triplet-block coefficients, E^2 first (eV powers): 1.00000 0.20000 -7.04250
line 1: E=-2.7790 eV = -0.10213 hartree, share=0.00405
  weights 1P1, 3P1, 3D1: 0.0040 0.8890 0.1070; hole j=1/2 weight 0.0137
line 2: E=0.6172 eV = 0.02268 hartree, share=0.33905
  weights 1P1, 3P1, 3D1: 0.3390 0.0534 0.6076; hole j=1/2 weight 0.0957
line 3: E=6.2951 eV = 0.23134 hartree, share=0.65690
  weights 1P1, 3P1, 3D1: 0.6569 0.0576 0.2855; hole j=1/2 weight 0.8906
sum of shares = 1.00000
intensity-weighted mean energy = 4.3333 eV
line 3 minus line 2 = 5.6779 eV
bare 2p spin-orbit splitting = 6.0000 eV
share ratio (line 1 + line 2)/line 3 = 0.5223
Coulomb only: 1 lines; E (eV): 4.3333 ; shares: 1.00000
2p spin-orbit only: 2 lines; E (eV): -2.0000 4.0000 ; shares: 0.66667 0.33333
both spin-orbits, no Coulomb: 3 lines; E (eV): -2.1500 -1.9000 3.8500 ; shares: 0.06667 0.60000 0.33333
Coulomb and 2p spin-orbit: 3 lines; E (eV): -2.6854 0.5994 6.4193 ; shares: 0.00707 0.34737 0.64557
```
